# Why a bonded handle turns hydrogen blisters into layer splitting

**Why does hydrogen-implanted silicon blister when it is annealed bare, but split off a whole layer when a thick handle wafer is bonded to it first?**

Annealing collects implanted hydrogen as gas in flat cracks at nearly one depth. Under a bare surface, each crack lies beneath a thin film. The film bends upward, and its bending tension can break it before the crack has spread far. The gas then escapes and growth ends. A thick handle suppresses the bending, so the crack stays flat and keeps its gas, and it can spread and merge with its neighbours.

The handle does not help by pushing the crack tip harder. For isolated cracks of equal radius, the bare film gives the larger driving force at equal pressure, and also at equal gas content if the gas is ideal. The handle removes the competing failure.

**How does stiffness depend on cover thickness?**

Let a circular crack of radius $a$ hold gas at pressure $p$ beneath a cover of thickness $t$. For a bare film $t=h$. The solid is linear and isotropic, with $E'=E/(1-\nu^2)$. Take the crack plane as free of shear. Mirror symmetry ensures this for equal halves; for a bare film on a thick donor it is an approximation.

Consider a pressure $p_k\cos kx$ on the lower face of the cover, and measure $\zeta$ downward from its free top. With a stress function $g(\zeta)\cos kx$,

$$\sigma_{xx}=g''\cos kx,\quad \sigma_{\zeta\zeta}=-k^2g\cos kx,\quad \tau=kg'\sin kx .$$

Compatibility makes $g$ a combination of $\cosh y,\ \sinh y,\ y\cosh y,\ y\sinh y$, where $y=k\zeta$. The free top requires $g(0)=g'(0)=0$, which leaves

$$g=A(y\cosh y-\sinh y)+By\sinh y .$$

Write $q=kt$, $s=\sinh q$, $c=\cosh q$. Zero shear on the lower face gives $Aqs+B(s+qc)=0$. Eliminating $A$ and using $c^2-s^2=1$,

$$g(t)=B\frac{s^2-q^2}{qs},$$

$$g'''(t)=k^3[A(2c+qs)+B(3s+qc)]=-2k^3B\frac{sc+q}{qs}.$$

The load condition is $p_k=k^2g(t)$. For the lift, plane-strain elasticity gives $\varepsilon_{xx}=[\sigma_{xx}-\nu\sigma_{\zeta\zeta}/(1-\nu)]/E'$. Integrating over $x$ gives $u_x$. Where shear vanishes, $\partial_xu_\zeta=-\partial_\zeta u_x$, and $g'=0$ removes the Poisson term. Hence $\partial_xu_\zeta=-g'''\sin kx/(E'k)$, and the upward amplitude is $w_k=-g'''(t)/(E'k^2)$. Dividing load by lift,

$$\frac{p_k}{w_k}=\frac{E'k}{2}F(kt),\qquad F(q)=\frac{\sinh^2q-q^2}{\sinh q\cosh q+q}.$$

For $q\ll1$, the numerator tends to $q^4/3$ and the denominator to $2q$, so $F\to q^3/6$ and

$$\frac{p_k}{w_k}\to Dk^4,\qquad D=\frac{E't^3}{12}.$$

This is the cubic plate law. For $q\gg1$, $F\to1$ and the thickness drops out. Since a crack of radius $a$ involves mainly $k\sim1/a$, cubic stiffening ends when $t$ becomes comparable with $a$.

**What are the two limiting crack shapes?**

A thin clamped film obeys $D\nabla^4w=p$. Since $\nabla^4r^4=64$, the solution with zero lift and slope at the rim is

$$w=\frac{p(a^2-r^2)^2}{64D},\qquad V=2\pi\int_0^a wr\,dr=\frac{\pi pa^6}{192D}.$$

For a deep crack, try $w=w_0\sqrt{1-r^2/a^2}$ on each face. Integrating this profile along strips of constant $x$ gives $\pi w_0(a^2-x^2)/(2a)$. Its cosine transform, divided by $2\pi$, is the radial transform

$$\hat w(k)=\frac{w_0}{a}\frac{\sin ka-ka\cos ka}{k^3}.$$

With $F=1$, the pressure inside the crack is

$$p(r)=\frac{E'w_0}{2a}\int_0^\infty\left[\frac{\sin ka}{k}-a\cos ka\right]J_0(kr)\,dk .$$

Because $J_0(kr)$ is the angular average of $\cos(kr\cos\theta)$, the first term integrates to $\pi/2$ for $r<a$. The second contains the derivative of that constant with respect to $a$, so it vanishes. The pressure is therefore uniform, and

$$w_0=\frac{4pa}{\pi E'},\qquad V=2\cdot\frac{2\pi a^2w_0}{3}=\frac{16pa^3}{3E'} .$$

**Does a stiff cover increase the drive for lateral growth?**

Write $V=C(a)p$. The elastic energy is $V^2/(2C)$. The energy released per new crack area at fixed $V$ is

$$G=-\frac{1}{2\pi a}\frac{\partial}{\partial a}\frac{V^2}{2C}=\frac{p^2}{4\pi a}\frac{dC}{da}.$$

For $N$ ideal gas molecules at fixed temperature, add $-Nk_BT\ln V$ to the free energy. Its minimum over $V$ gives $pV=Nk_BT$. A small change of $V$ costs nothing at this minimum, so the formula for $G$ still holds. In the two limits,

$$G_{\rm film}=\frac{p^2a^4}{128D},\qquad G_{\rm deep}=\frac{4p^2a}{\pi E'} .$$

Substituting $p^2=Nk_BT/C$ gives the fixed-gas form

$$G=\frac{nNk_BT}{4\pi a^2},\qquad n=\frac{d\ln C}{d\ln a}.$$

Stiffness cancels except through $n$. Dimensional analysis gives $C=(a^3/E')f(t/a)$. If the volume varies locally as $t^{-e}$, then $n=3+e$. Thus $n=6$ for a thin film and $n=3$ for a deep crack: at equal gas content and radius, the flexible cover gets up to twice the drive.

**Why, then, does the bare film fail?**

A spreading crack must reach $G=\Gamma$, the fracture energy per crack area. For the thin film this means $pa^2=8\sqrt{2D\Gamma}$. Differentiating $w$ twice gives a rim moment of magnitude $pa^2/8$ and a central moment $(1+\nu)pa^2/16$. At growth the rim moment is therefore $\sqrt{2D\Gamma}$. The surface stress of a plate is $6M/h^2$, so

$$\sigma_{\rm rim}=\frac{6\sqrt{2D\Gamma}}{h^2}=\sqrt{\frac{6E'\Gamma}{h}},\qquad
\sigma_{\rm top}=\frac{1+\nu}{2}\,\sigma_{\rm rim}.$$

The radius has cancelled. The cubic stiffness makes the moment grow as $h^{3/2}$, while the section resists as $h^2$; the stress varies as $h^{-1/2}$. Rim tension is on the crack side, where the plate value is nominal because the crack tip is there. Central tension is on the free top and gives a cleaner measure of bursting. It is not the only route to failure: the tip under a thin film is also loaded in shear, which can turn the crack out of its plane at the rim, and that route is not modelled here.

**What happens in a 0.3 µm film?**

Take rough values: $E=160$ GPa, $\nu=0.22$, $\Gamma=1.5$ J/m², and a damaged-film strength of 1 GPa. Then $E'=168$ GPa and

$$\sigma_{\rm rim}=\sqrt{\frac{6(168\times10^9)(1.5)}{0.3\times10^{-6}}}\ {\rm Pa}\approx2.25\ {\rm GPa},$$

$$\sigma_{\rm top}=0.61\times2.25\approx1.37\ {\rm GPa}.$$

For finite $t/a$, the layer law was solved numerically with uniform pressure inside the crack and zero lift outside. The opening and energy release of the thick donor face were added. At $G=\Gamma$, top tension rises from 0.69 GPa at $a=0.3$ µm to 1.32 GPa at 3 µm. The small crack has a relatively thick cover; the large one approaches the plate plateau. The assumed strength is reached at $a\approx0.59$ µm. If gas is plentiful enough to bring the crack there, the model film bursts. With too little gas, an intact blister can remain.

**What does the handle change?**

For a 3 µm crack beneath a 725 µm wafer, setting $G_{\rm deep}=\Gamma$ gives

$$p=\sqrt{\frac{\pi E'\Gamma}{4a}}\approx257\ {\rm MPa},\qquad w_0=\frac{4pa}{\pi E'}\approx5.8\ {\rm nm}.$$

The bare film at the same radius and $G=\Gamma$ needs 25 MPa and lifts by 111 nm. At equal pressure its $G$ is about 100 times larger than in the bonded case; at equal gas content it is 1.87 times larger. For an isolated crack, the handle's benefit is therefore not a larger $G$.

The stress over the crack does change sign. In the thick limit, a mode at distance $z$ from the crack face has $g\propto(1+kz)e^{-kz}$. At the face this gives $\sigma_{xx}=\sigma_{zz}$, while plane strain gives $\sigma_{yy}=2\nu\sigma_{zz}$. The sum of the in-plane stresses is $(1+2\nu)\sigma_{zz}$ for every mode. With $\sigma_{zz}=-p$ and equal radial and hoop stresses at the centre,

$$\sigma_{rr}=\sigma_{\theta\theta}=-\frac{1+2\nu}{2}p\approx-185\ {\rm MPa}.$$

At the bond plane, 0.3 µm higher, the stress is still about $-146$ MPa. The transferred film is compressed over the crack centre instead of stretched by bending. Tension remains near the crack tip, where it opens the hydrogen-weakened plane.

**How thick must the cover be?**

The next values hold $a=3$ µm and $G=\Gamma$ fixed. The stress is that at the outer surface of the whole cover.

| Cover (µm) | $e$ | Lift (nm) | Top tension (MPa) |
|---:|---:|---:|---:|
| 0.3 | 2.62 | 111 | 1317 |
| 1 | 1.91 | 22.7 | 625 |
| 3 | 0.77 | 7.8 | 216 |
| 10 | 0.06 | 5.9 | 17 |

The exponent is near the cubic value only for the thinnest cover. The cubic formula would make the wafer $1.4\times10^{10}$ times stiffer than the film, yet the lifts at equal pressure differ by a factor of only 192. Local deformation around the crack sets the rest. For this radius, a 10 µm cover already behaves almost like a full wafer; wider cracks need thicker covers.

**How do separate cracks become a full split?**

Let $m=N/(\pi a^2)$ be the gas content per crack area. Then

$$G=\frac{n m k_BT}{4},\qquad m_{\rm crit}=\frac{4\Gamma}{nk_BT}.$$

A lone crack with fixed $N$ stalls, because $m$ falls faster than $n$ rises as it widens. If two cracks with equal $m$ merge into a circular crack whose area is their sum, $m$ is unchanged, and so is $G$ while $n$ is constant. If cracks did not feel their neighbours, merging would make larger cracks without opening more area, and opening the whole plane at $n=3$ would need an average gas content of $m_{\rm crit}$ over the wafer. Close neighbours raise $n$. In a regular array under a thick cover, modelled as one crack per cylindrical symmetry cell, $n$ is about 4.5 when cracks cover a fraction $\phi=0.7$ of the plane and keeps rising as the ligaments narrow. With average gas content $\bar m$, $G=n\bar m k_BT/(4\phi)$, and $n/\phi$ has a minimum of about 6.4 near $\phi=0.7$. Such an array splits with about 47% of the $n=3$ value of $m_{\rm crit}$.

At 773 K an isolated bonded crack needs $3.75\times10^{16}$ H/cm², counting two atoms per molecule. This is 62% of a dose of $6\times10^{16}$ H/cm², if that fraction reaches the cracks as gas. The bare 3 µm blister would need less, $2.0\times10^{16}$ H/cm². For isolated cracks in this example, loss of gas on bursting, not a greater initial demand for gas, is what handicaps the bare film. The regular bonded array needs an average of only about $1.75\times10^{16}$ H/cm², or 29% of the dose, so interaction between cracks also matters for a full split.

Once a merged crack is much wider than the wafer thickness $H$, both wafers bend as plates. Now $n$ rises from 3 towards 6 and, with vacuum outside, the required gas per area falls towards half. Here plate bending does assist lateral growth. Each wafer supplies half the energy release, so $M^2/(2D_H)=\Gamma/2$, with $D_H=E'H^3/12$, and

$$\sigma_{\rm rim}=\frac{6\sqrt{D_H\Gamma}}{H^2}=\sqrt{\frac{3E'\Gamma}{H}}\approx32\ {\rm MPa}.$$

The wafers can bend with far less stress than the thin film. This estimate assumes small deflection and a crack that has not reached the wafer edge, where it vents. The lower gas requirement also assumes that the outside pressure is negligible. The excess pressure needed for growth is $8\sqrt{D_H\Gamma}/a^2$, which falls to about 0.1 MPa at $a\approx15$ mm. In air, a crack that wide must also hold enough gas to balance the atmosphere, so its gas requirement rises again.

**How far can these numbers be trusted for real wafers?**

The dose, temperature and film thickness lie in the usual range for silicon layer transfer, where bare surfaces blister and bonded ones can split. Film strength is known only roughly. Setting $\sigma_{\rm top}$ equal to 1 GPa gives a critical bare-film thickness of 0.56 µm; the nominal rim stress gives 1.5 µm. Both are pure-bending estimates and vary as the inverse square of strength. In pure bending, a 0.3 µm film stronger than about 1.4 GPa would escape the top-surface criterion. For a clamped plate at $G=\Gamma$, stretching raises the top tension by about 7% near 3 µm, so the strength needed to escape, and the critical thickness set by the top surface, are somewhat higher. Thicker films may likewise survive without a handle.

Real hydrogen is not ideal at 257 MPa. With a rough molecular covolume $b$, $p(V-Nb)=Nk_BT$ lowers the requirement of the 3 µm bonded crack to $2.3\times10^{16}$ H/cm², a 39% reduction. The reduction shrinks as a crack widens and its pressure falls, so it does not carry over to wide merged cracks. Using a soft-direction modulus of 130 GPa with the same Poisson ratio lowers the bending stress by 10%; the larger Poisson ratio of that direction offsets part of this at the top surface. If the plate shape is held fixed, stretching carries about 6% as much load as bending in the 3 µm bare blister; it matters more as the lift grows. Allowing shear between film and donor raises the top tensions by about 3% (1.36 instead of 1.32 GPa at 3 µm), moves the burst radius from 0.59 to 0.55 µm and raises the tabulated lifts by up to 8%. It also loads the tip in shear, with $K_{II}/K_I\approx0.2$ at the burst radius and 0.6 at 3 µm. Any in-plane stress left in the film by implantation was ignored. The handle's advantage also requires a bond that does not open first and an anneal in which silicon remains brittle. The numerical output follows.

## Values computed for the example and the checks

```
Young modulus 160 GPa, Poisson ratio 0.22
plate modulus E' 168.1 GPa
fracture energy 1.50 J/m^2
film 0.30 um, wafer 725 um, crack radius 3.0 um
temperature 773 K, dose 6.00e+16 H/cm^2
assumed film strength 1.00 GPa
film bending stiffness D 3.783e-10 J
stiffness ratio wafer/film by cubic law 1.41e+10
clamped-plate growth pressure 29.9 MPa
clamped-plate central lift 100.2 nm
plate plateau: rim 2.25 GPa, top centre 1.37 GPa
G bare/bonded at equal pressure 102.5
G bare/bonded at equal gas and radius 1.87
cover lift bare/bonded at equal pressure 192.4
bare at G=Gamma: pressure 25.4 MPa
bare: cover lift 110.97 nm
bare: top-centre stress 1.32e+03 MPa
bare: hydrogen needed 2.01e+16 H/cm^2, n 5.60
bonded at G=Gamma: pressure 257.0 MPa
bonded: cover lift 5.84 nm
bonded: top-centre stress 5.32e-05 MPa
bonded: hydrogen needed 3.75e+16 H/cm^2, n 3.00
bonded: crack-face in-plane stress -185 MPa
bonded: bond-plane in-plane stress -146 MPa
bare film: radius um, pressure MPa, lift nm, top stress GPa
  0.3  677.2  2.46  0.685
  0.6  331.8  6.36  1.009
  1.0  164.4  14.89  1.169
  2.0  52.6  51.84  1.284
  3.0  25.4  110.97  1.317
bare-film burst radius 0.59 um
3 um crack: cover um, exponent e, lift nm, top stress MPa
  0.3  2.622  110.97  1316.81
  1.0  1.913  22.68  625.10
  3.0  0.768  7.77  216.46
  10.0  0.061  5.91  17.08
  30.0  0.003  5.84  0.74
critical film thickness, top centre 0.56 um
critical film thickness, nominal rim 1.51 um
wide split: nominal wafer rim stress 32.3 MPa
bonded hydrogen need/dose, ideal gas 0.62
H2 covolume 16 cm^3/mol, p*b/kT 0.64
bonded hydrogen need with covolume 2.29e+16 H/cm^2
bare stretching/bending load 0.063
soft direction 130 GPa: stress factor 0.901
root flexibility: lift/clamped lift at equal p 1.31
donor/film central displacement 0.0052
```
